# Afterglow Diffusion Between Absorbing Plates: The Factor of Nine, part 2

After the power is switched off, a plasma of density \(n(x,t)\) diffuses to absorbing plates at \(x=0\) and \(x=L\):

\[
\frac{\partial n}{\partial t}=D\,\frac{\partial^2 n}{\partial x^2},\qquad n(0,t)=n(L,t)=0 .
\]

The particle flux in the positive \(x\) direction is \(\Gamma=-D\,\partial n/\partial x\). For mobile electrons the ambipolar diffusion coefficient is \(D=D_i(1+T_e/T_i)\), where \(D_i\) is the ion diffusion coefficient. The electron and ion temperatures \(T_e,T_i\) are energies, \(\mu_i\) is the ion mobility, and \(e\) is the elementary charge.

Mode \(k\) has the shape \(\sin(\kappa_kx)\), with \(\kappa_k=k\pi/L\); the fundamental is \(k=1\). Its amplitude is

\[
a_k(t)=\frac2L\int_0^L n(x,t)\sin(\kappa_kx)\,dx .
\]

It decays at \(\gamma_k=D\kappa_k^2\), so \(\gamma_3=9\gamma_1\). Part I showed that if \(D\) varies in time but not in space,

\[
a_k(t)=a_k(0)\exp\left[-\kappa_k^2\int_0^tD(t')\,dt'\right],
\]

and the ratio of the exponents is still nine. The third mode has three lobes of width \(L/3\). With \(\theta=\pi x/L\), its shape is \(\sin3\theta=\sin\theta(3-4\sin^2\theta)\).

The example is argon at 50 mTorr and 300 K (0.02585 eV), with \(L=4\) cm and a uniform initial density \(n_0=10^{10}\) cm\(^{-3}\). Amplitudes are in units of \(n_0\), so initially \(a_1=4/\pi=1.273\) and \(a_3=4/(3\pi)=0.4244\). The ion mobility is \(\mu_i=2.504\times10^4\) cm\(^2\)/Vs, and \(D_i=647.4\) cm\(^2\)/s. For cold electrons, at the gas temperature, \(D=2D_i=1295\) cm\(^2\)/s, \(\gamma_1\simeq799\) s\(^{-1}\) and \(\gamma_3\simeq7190\) s\(^{-1}\). The decay times are \(\tau_1=1/\gamma_1=1.25\) ms and \(\tau_3=1/\gamma_3=0.139\) ms. The third amplitude falls to one percent of the first at

\[
t=\frac{\ln(100/3)}{8\gamma_1}=0.55\ \mathrm{ms}.
\]

Direct integration in time on 301 equal cells gave an exponent ratio of 8.99934, and the eigenvalues of the same grid operator gave 8.99935. The small deficit from nine comes from the grid.

## Warm electrons change the rates, not the ratio

Suppose the electrons start at 0.1 eV and relax to the gas temperature with a chosen time constant of 0.1 ms. With \(T_i\) fixed,

\[
D(t)=D_i\left[2+\left(\frac{0.1}{0.02585}-1\right)e^{-t/0.1\,\mathrm{ms}}\right].
\]

Over the first 0.2 ms the decay exponent of the fundamental is 0.259, compared with 0.160 for cold electrons. The loss exponent is 62% larger. Direct integration with this \(D(t)\) nevertheless gives an exponent ratio of 8.99935, the same grid value as before. This confirms the result of Part I for a diffusion coefficient that varies in time but not in space.

## Loss to the sides

Real plates have edges. Let the plasma be a cylinder of radius \(R\) whose side also absorbs. A product \(\sin(\kappa_kx)F(r)\) keeps its shape if

\[
F''+\frac1rF'=-p^2F .
\]

The solution that is finite on the axis is the Bessel function \(J_0(pr)\). Its first zero lies at 2.405, so \(F(R)=0\) gives \(p=2.405/R\) for the slowest radial shape. The second derivatives along \(x\) and across it add, and every axial mode with this radial shape gains the same extra rate

\[
\nu=D\left(\frac{2.405}{R}\right)^2 .
\]

For any such common loss rate \(\nu\), the ratio becomes

\[
\frac{9\gamma_1+\nu}{\gamma_1+\nu}
=\frac{9(\gamma_1+\nu)-8\nu}{\gamma_1+\nu}
=9-\frac{8\nu}{\gamma_1+\nu}.
\]

A common loss thus lowers the ratio, and it tends to one when \(\nu\) dominates. For \(R=15\) cm, \(\nu=33.3\) s\(^{-1}\) and the ratio is \(7221/832=8.68\). This value holds once the slowest radial shape is established. From uniform filling that takes more than ten milliseconds, because the next radial shape, with the zero 5.520, fades relative to the slowest one at only \(D(5.520^2-2.405^2)/R^2\simeq142\) s\(^{-1}\). By then the third axial mode has long disappeared. During the first few milliseconds the side loss has not reached the axis, where the ratio is still nine. The average over the radius then loses particles faster than \(\nu\), and its ratio is lower than 8.68. The law in its simple form needs plates much wider than the gap.

## A finite speed at the wall

Let the plate take up plasma at speed \(u\), so that the flux into it is \(un\). At \(x=L\) the condition is \(-D\,\partial n/\partial x=un\), and the plate at \(x=0\) has its mirror image. Measure \(y=x-L/2\) from the midplane. The symmetric shapes are \(\cos\kappa y\), and the wall condition gives

\[
D\kappa\sin\frac{\kappa L}{2}=u\cos\frac{\kappa L}{2}
\quad\Longrightarrow\quad
\kappa\tan\frac{\kappa L}{2}=\frac uD .
\]

Define the length \(\delta=D/u\). Then \(\tan(\kappa L/2)=1/(\kappa\delta)\), which for odd \(k\) means

\[
\frac{\kappa L}{2}=\frac{k\pi}{2}-\arctan(\kappa\delta).
\]

For \(\kappa\delta\ll1\) the arctangent is close to its argument, and the equation becomes \(\kappa(L+2\delta)\simeq k\pi\). Both modes behave as if the gap were wider by \(\delta\) on each side. Both slow down by the same factor, and the ratio stays nine at this order.

As an estimate, take for \(u\) the isothermal ion sound speed \(\sqrt{(T_e+T_i)/M}\), where \(M\) is the ion mass. At 300 K it is \(3.53\times10^4\) cm/s, so \(\delta=0.037\) cm. The fundamental rate falls from 799 to 770 s\(^{-1}\), by 3.6%, while the full wall equation gives a ratio of 9.0007.

This ratio belongs to the new modes \(\cos\kappa y\), not to the sine amplitudes \(a_k\). Let \(X\) be the new fundamental, with \(X''=-\kappa^2X\). Multiply by \(\sin(\kappa_kx)\) and integrate by parts twice. For odd \(k\) the nonzero wall density \(X(0)=X(L)\) leaves

\[
(\kappa_k^2-\kappa^2)\int_0^LX\sin(\kappa_kx)\,dx=2\kappa_kX(0).
\]

The new fundamental therefore contains the sine amplitudes

\[
\frac{a_3}{a_1}=\frac{3(\kappa_1^2-\kappa^2)}{9\kappa_1^2-\kappa^2}\simeq0.013 .
\]

The measured ratio \(a_3/a_1\) levels off at this value instead of falling to zero. The time of 0.55 ms for one percent, found above, holds only for perfectly absorbing plates. To see the factor nine with such plates, one can project the density on the modes \(\cos\kappa y\).

The opposite limit shows where the law fails. If \(u\ll D/L\), the fundamental is nearly flat. Replacing the tangent by its argument gives \(\kappa_1^2=2u/(DL)\), hence \(\gamma_1=2u/L\). For the third mode \(\kappa L/2\) tends to \(\pi\), so \(\gamma_3\) tends to \(4\pi^2D/L^2\). Their ratio \(2\pi^2D/(uL)\) is then large. The factor nine belongs to walls that absorb well, \(\delta\ll L\).

## Ion inertia

Diffusion assumes that the flux follows the gradient at once. Keep the time needed to accelerate the ions, with collision rate \(\nu_i\). Adding the electron and ion force equations removes the electric force. If electron inertia and electron friction are neglected,

\[
\frac{\partial\Gamma}{\partial t}+\nu_i\Gamma=-\nu_iD\frac{\partial n}{\partial x},
\qquad D=\frac{T_e+T_i}{M\nu_i}.
\]

Differentiate \(\partial n/\partial t=-\partial\Gamma/\partial x\) with respect to time and eliminate \(\Gamma\):

\[
\frac{\partial^2n}{\partial t^2}+\nu_i\frac{\partial n}{\partial t}=\nu_iD\frac{\partial^2n}{\partial x^2}.
\]

For \(n\propto e^{st}\sin(\kappa_kx)\) this gives \(s^2+\nu_is+\nu_i\gamma_k=0\). The slow root is

\[
s=-\frac{\nu_i}{2}\left(1-\sqrt{1-\frac{4\gamma_k}{\nu_i}}\right)
\simeq-\gamma_k\left(1+\frac{\gamma_k}{\nu_i}\right).
\]

Here \(\nu_i=e/(M\mu_i)=9.6\times10^5\) s\(^{-1}\). The third mode is affected more because it is faster, and the ratio rises to 9.06.

This estimate omits the convective force, whose size relative to the pressure is \((v/u)^2\) for drift speed \(v=\Gamma/n\). Near a wall the density is proportional to the distance \(d\) from it, so \(v\simeq D/d\) and the relative size is \((\delta/d)^2\). The omitted force is small through most of the gap, but not within a distance of order \(\delta\) from the plates. There it changes the wall correction itself, so the rate shift of 3.6% and the amplitude ratio 0.013 found above give only orders of magnitude. If the convective force is kept and the drift reaches \(u\) at the plate, both roughly double, to about 7% and 0.025.

The ion mean free path is 0.041 cm, small beside the lobe width of 1.3 cm. The initial Debye length is 0.0012 cm, so quasineutrality is a good assumption at the start.

## Reactions couple the modes

Two reactions of rough size are considered. In the first, an electron and an ion recombine while a second electron carries off the energy. This removes \(Kn^3\) per unit volume and time. With \(K\) roughly \(9\times10^{-27}\,T_e^{-4.5}\) cm\(^6\)/s, \(T_e\) in eV, the initial rate \(Kn_0^2\) is about 13 s\(^{-1}\), or 1.6% of \(\gamma_1\).

In the second, two metastable argon atoms collide and one is ionized. For a peak metastable density of roughly \(3\times10^{10}\) cm\(^{-3}\) and a coefficient of roughly \(6\times10^{-10}\) cm\(^3\)/s, the peak source divided by \(n_0\) is

\[
S=\frac{6\times10^{-10}\,(3\times10^{10})^2}{10^{10}}=54\ \mathrm{s^{-1}}.
\]

If the metastable atoms have the fundamental sine profile, this source has the shape \(\sin^2\theta\), with \(\theta=\pi x/L\). Its amplitudes in the first and third modes follow from \(\int_0^\pi\sin^3\theta\,d\theta=4/3\) and \(\int_0^\pi\sin^5\theta\,d\theta=16/15\):

\[
\frac2\pi\cdot\frac43=\frac{8}{3\pi},\qquad
\frac2\pi\left(3\cdot\frac43-4\cdot\frac{16}{15}\right)=-\frac{8}{15\pi}.
\]

The source feeds the first mode and depletes the third, and both effects raise the apparent ratio. In the direct integration the metastable atoms also diffuse to the plates, with a coefficient of roughly 1200 cm\(^2\)/s, so the source falls as the square of their decaying density. With both reactions included and perfectly absorbing plates, the ratio from 0.05 to 0.25 ms is 9.3. The two reactions act in opposite directions: recombination alone lowers the ratio to about 8.9, and the source alone raises it to about 9.45. The result also depends on the assumed metastable profile; metastable atoms that start uniform give about 9.45 with both reactions.

At late times a reaction can take over the third amplitude entirely. Consider recombination alone, when \(n\simeq a_1\sin\theta\). The identity \(\sin^3\theta=(3\sin\theta-\sin3\theta)/4\) turns the loss \(-Kn^3\) into a positive drive of the third mode. With \(K\) now standing for \(Kn_0^2\), because amplitudes are in units of \(n_0\),

\[
\frac{da_3}{dt}=-9\gamma_1a_3+\frac{K}{4}a_1^3 .
\]

Since \(a_1^3\) decays at about \(3\gamma_1\), try \(a_3=Ca_1^3\). Then \(-3\gamma_1C=-9\gamma_1C+K/4\), so \(C=K/(24\gamma_1)\). Once the free part has died, the third amplitude decays three times faster than the fundamental, not nine. Direct integration with recombination alone gives a ratio of 3.0 between 2.5 and 3 ms. With the metastable source also present, the late behaviour is different: the source decays more slowly than \(a_1^3\) and drives the third amplitude negative. Both late results are for perfectly absorbing plates. With the finite wall speed above, the wall part \(0.013\,a_1\) is about \(2\times10^{-3}\) at 3 ms, against \(10^{-6}\) from recombination. The sine amplitude then stays positive and decays with the fundamental, and the reaction-driven parts show only in the projection on the modes \(\cos\kappa y\). The factor nine describes a freely decaying mode. A measured third amplitude departs from it when a part driven by reactions, or the part that a finite wall speed adds to the fundamental, is no longer small beside the free part.

## Beside a real reactor

A gap of a few centimetres, tens of mTorr and \(10^{10}\) cm\(^{-3}\) lie in the usual range of pulsed argon processing plasmas. The cold start is an idealization. Electrons are warm when the power is cut, and in the 0.1 eV case above this raises the loss exponent by 62% over 0.2 ms. The cooling time of 0.1 ms in that case is an illustration. At this pressure, elastic collisions with argon atoms need longer than the fundamental decay time to cool 0.1 eV electrons, so they are not the main cooling process. Electrons also cool because the fastest ones escape over the wall potential, each carrying roughly \(7T_e\). A rough energy balance then gives \(T_e\propto n^{3.5}\), so cooling from 0.1 eV to near the gas temperature costs about a quarter of the plasma and takes a few tenths of a millisecond. Heating by the reactions above is left out of this estimate and would delay the cooling. The absolute decay times above are for cold electrons and are not predictions for a reactor. Early in the afterglow the two reactions together raise the ratio to 9.3. The sides lower it to 8.7 if the density already has the slowest radial shape, and a finite wall speed lowers the ratio measured with sine amplitudes.

Uniform filling is also idealized. If the discharge had been sustained by ionization proportional to \(n\) at a uniform rate \(\nu_z\), its steady state would obey \(Dn''+\nu_zn=0\), whose positive solution between absorbing plates is the fundamental sine. The third amplitude would then start at zero for perfectly absorbing plates and constant mobility. Neither holds well while the power is on. At \(T_e=3\) eV the wall condition above gives \(\delta\simeq0.3\) cm and \(a_3/a_1\simeq0.08\), and the ion drift is comparable to the ion thermal speed, so the mobility is no longer constant. The starting profile decides how much of the third mode is present; the diffusion equation decides how fast it goes. The full set of values is in the numerical output.

## Table of computed values

```
Pressure: 50 mTorr
Gas temperature: 300 K
Gas temperature, energy: 0.02585 eV
Gap: 4 cm
Plate radius: 15 cm
Initial density: 1e+10 cm^-3
Reduced ion mobility (rough): 1.5 cm2/Vs
Ion mobility at pressure: 2.504e+04 cm2/Vs
Ion diffusion coefficient: 647.4 cm2/s
Ambipolar coefficient: 1295 cm2/s
Mode 1 decay rate: 798.7 1/s
Mode 3 decay rate: 7188 1/s
Mode 1 decay time: 1.252 ms
Mode 3 decay time: 0.1391 ms
Rate ratio, grid eigenvalues: 8.99935
Rate ratio, time evolution: 8.99934
Initial a1: 1.273
Initial a3: 0.4244
a1 at tau3: 1.139
a3 at tau3: 0.156
Midplane density at tau3: 9.983e+09 cm^-3
a1 at tau1: 0.4684
a3 at tau1: 5.24e-05
Midplane density at tau1: 4.683e+09 cm^-3
Time for a3/a1 = 0.01: 0.5488 ms
Warm start electron temperature: 0.1 eV
Electron cooling time (chosen): 0.1 ms
Warm run duration: 0.2 ms
Warm run mode 1 exponent: 0.2588
Same exponent, cold electrons: 0.1597
Warm run exponent ratio: 8.99935
Side loss rate: 33.28 1/s
Ratio with side loss: 8.68
Wall speed: 3.534e+04 cm/s
Wall extrapolation length: 0.0366 cm
Mode 1 rate, finite wall speed: 770.2 1/s
Ratio with finite wall speed: 9.0007
Ion collision rate: 9.64e+05 1/s
Ion mean free path: 0.0413 cm
Ratio with ion inertia: 9.0606
Initial Debye length: 0.0012 cm
Recombination rate at start: 13 1/s
Metastable density (rough): 3e+10 cm^-3
Metastable diffusion (rough): 1.2e+03 cm2/s
Pair ionization / density: 54 1/s
Reaction ratio, 0.05-0.25 ms: 9.31
Recombination ratio, 2.5-3 ms: 3
```
